# Why multiple-hit growth reveals square-lattice anisotropy in small aggregates: a program that tests the result

```python
"""Multiple-hit diffusion-limited aggregation on the square lattice.
Result under test: hit probabilities p are fixed by the aggregate, but demanding
m hits per filling sharpens the order of filling, reduces tip noise and removes
the speed advantage of twin sites, so axial order appears in small aggregates.
m: hits needed; q: stronger site's share of the hits on a pair;
delta: relative tip-speed difference; a: instability rate per mean layer;
A4: sum(r^2 cos 4 theta)/sum(r^2) about the seed, positive for axial arms.
Lengths are in lattice spacings; the model has no dimensional constants.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import betainc, comb, ndtr
from scipy.stats import poisson

HITS = (1, 4, 16, 64)
NEIGHBOURS = ((1, 0), (0, 1), (-1, 0), (0, -1))
SHIFT = 10.0  # makes the matrix SHIFT - kernel positive definite


def potential_kernel(size):
    """Potential kernel of the simple random walk, by Fourier quadrature."""
    nodes, weights = np.polynomial.legendre.leggauss(600)
    k = 0.5 * np.pi * (nodes + 1)
    s = 2 * np.arcsinh(np.sin(k / 2))
    w = weights / np.sinh(s)  # (2/pi) times the interval factor pi/2 is 1
    n = np.arange(size)
    decay = np.exp(-np.outer(n, s))
    wave = np.cos(np.outer(k, n))
    return w.sum() - (decay * w) @ wave


KERNEL = potential_kernel(200)
assert abs(KERNEL[1, 0] - 1) < 1e-9
assert abs(KERNEL[1, 1] - 4 / np.pi) < 1e-9
assert np.allclose(KERNEL, KERNEL.T, atol=1e-8)


class Aggregate:
    """Filled sites plus perimeter, with hit probabilities kept up to date."""

    def __init__(self, max_size):
        capacity = 3 * max_size + 5
        self.inverse_factor = np.zeros((capacity, capacity))
        self.weight = np.zeros(capacity)
        self.is_open = np.ones(capacity)
        self.x = np.zeros(capacity, dtype=int)
        self.y = np.zeros(capacity, dtype=int)
        self.hits = [0] * capacity
        self.index = {}
        self.sites = []
        self.filled = []
        self.add_site((0, 0))
        self.fill(0)

    def add_site(self, site):
        n = len(self.sites)
        old = self.inverse_factor[:n, :n]
        dx = np.abs(self.x[:n] - site[0])
        dy = np.abs(self.y[:n] - site[1])
        column = SHIFT - KERNEL[dx, dy]
        u = old @ column
        pivot = np.sqrt(SHIFT - u @ u)
        row = np.append(-(u @ old), 1.0) / pivot
        self.inverse_factor[n, :n + 1] = row
        self.weight[:n + 1] += row * row.sum()
        self.x[n], self.y[n] = site
        self.index[site] = n
        self.sites.append(site)

    def fill(self, number):
        site = self.sites[number]
        self.is_open[number] = 0.0
        self.filled.append(site)
        for dx, dy in NEIGHBOURS:
            new = (site[0] + dx, site[1] + dy)
            if new not in self.index:
                self.add_site(new)

    def probabilities(self):
        w = self.weight[:len(self.sites)]
        return w / w.sum()

    def grow_one(self, m, rng):
        n = len(self.sites)
        cumulative = np.cumsum(np.maximum(self.weight[:n], 0) * self.is_open[:n])
        while True:
            draws = rng.random(2 * m) * cumulative[-1]
            arrivals = np.searchsorted(cumulative, draws, side="right")
            for number in arrivals.tolist():
                self.hits[number] += 1
                if self.hits[number] >= m:
                    self.fill(number)
                    return

    def fourfold_order(self):
        x, y = np.array(self.filled[1:], dtype=float).T
        r2 = x**2 + y**2
        return np.sum((x**4 - 6 * x**2 * y**2 + y**4) / r2) / r2.sum()


# Hit probabilities against a Laplace problem in a large box.
test = Aggregate(10)
for place in ((1, 0), (2, 0), (2, 1)):
    test.fill(test.index[place])
half = 75
side = 2 * half + 1
line = diags([np.ones(side - 1), np.ones(side - 1)], [-1, 1])
adjacency = (kron(line, identity(side)) + kron(identity(side), line)).tocsr()
outside = 4 - adjacency @ np.ones(side**2)
laplacian = (4 * identity(side**2) - adjacency).tocsr()
absorbing = np.array([(x + half) * side + y + half for x, y in test.sites])
free = np.setdiff1d(np.arange(side**2), absorbing)
potential = np.zeros(side**2)
potential[free] = spsolve(laplacian[free][:, free].tocsc(), outside[free])
flux = (adjacency @ potential)[absorbing]
box_error = np.max(np.abs(flux / flux.sum() - test.probabilities()))
assert box_error < 1e-3  # finite box: relative error of order (3/75)^2
inner = [test.index[s] for s in test.filled]
assert np.max(np.abs(test.probabilities()[inner])) < 1e-9
print(f"Largest hit-probability difference from box solution: {box_error:.1e}")


def race(share, m):
    """Win probability of the stronger site and mean joint hits to first fill."""
    win = np.zeros((m + 1, m + 1))
    length = np.zeros((m + 1, m + 1))
    win[0, 1:] = 1
    for i in range(1, m + 1):
        for j in range(1, m + 1):
            win[i, j] = share * win[i - 1, j] + (1 - share) * win[i, j - 1]
            length[i, j] = (1 + share * length[i - 1, j]
                            + (1 - share) * length[i, j - 1])
    return win[m, m], length[m, m]


# Star with four axial and four diagonal arms of nearly equal radius.
star = Aggregate(150)
arms = [(i, 0) for i in range(1, 15)]
for i in range(1, 11):
    arms += [(i, i - 1), (i, i)]
for x, y in arms:
    for _ in range(4):
        if star.is_open[star.index[(x, y)]]:
            star.fill(star.index[(x, y)])
        x, y = -y, x
p = star.probabilities()
p_axis = p[star.index[(15, 0)]]
p_diag = [p[star.index[s]] for s in ((11, 10), (10, 11))]
assert p_axis > max(p_diag)
q_star = p_axis / (p_axis + max(p_diag))
pair_share = p_diag[0] / sum(p_diag)
print(f"Star arm radii, axial and diagonal: {14.0:.2f}, {np.hypot(10, 10):.2f} spacings")
print(f"Star hit probability, axial tip site: {p_axis:.5f}")
print(f"Star hit probabilities, two diagonal tip sites: {p_diag[0]:.5f}, {p_diag[1]:.5f}")
print(f"Axial share q against the stronger diagonal site: {q_star:.4f}")

print("Two-site race; last column: first-advance speed, diagonal/axial")
print("m | axial site first | gain g_m | joint hits/m, equal pair | speed ratio")
speed_ratios = []
for m in HITS:
    win, _ = race(q_star, m)
    assert abs(win - betainc(m, m, q_star)) < 1e-10
    central = comb(2 * m, m) / 4.0**m
    gain = 2 * m * central
    eps = 1e-4
    slope = (race(0.5 + eps, m)[0] - race(0.5 - eps, m)[0]) / (2 * eps)
    assert abs(slope / gain - 1) < 1e-5
    equal_length = race(0.5, m)[1]
    assert abs(equal_length - 2 * m * (1 - central)) < 1e-8
    pair_length = race(pair_share, m)[1]
    ratio = sum(p_diag) / np.sqrt(2) * m / pair_length / p_axis
    speed_ratios.append(ratio)
    print(f"{m:2d} | {win:.5f} | {gain:.3f} | {equal_length / m:.4f} | {ratio:.4f}")
assert np.all(np.diff(speed_ratios) < 0)
large_m = 10000
asymptotic = 2 * np.sqrt(large_m / np.pi)
log_slope = (betainc(large_m, large_m, 0.5 + 1e-5) - 0.5) / 1e-5
assert abs(log_slope / asymptotic - 1) < 1e-3

# Tip noise at constant rate, and the contest with linear instability.
delta, a, layers = 0.1, 0.2, 200


def favoured_wins(m):
    """Exit probability from the backward equation, by finite differences."""
    diffusion = 1 / m
    reach = 8 * np.sqrt(1 / (a * m)) + delta / a
    x = np.linspace(-reach, reach, 2001)
    h = x[1] - x[0]
    drift = a * x[1:-1] + delta
    lower = diffusion / h**2 - drift / (2 * h)
    upper = diffusion / h**2 + drift / (2 * h)
    bands = np.zeros((3, drift.size))
    bands[0, 1:] = upper[:-1]
    bands[1] = -2 * diffusion / h**2
    bands[2, :-1] = lower[1:]
    right = np.zeros(drift.size)
    right[-1] = -upper[-1]
    return solve_banded((1, 1), bands, right)[drift.size // 2]


print(f"Reduced models: delta = {delta}, a = {a} per layer, noise after {layers} layers")
print("m | variance of layers | n* (layers) | favoured tip wins")
for m in HITS:
    mean_hits = m * layers
    counts = np.arange(int(mean_hits + 15 * np.sqrt(mean_hits)) + 50)
    chance = poisson.pmf(counts, mean_hits)
    filled_layers = counts // m
    mean_layers = chance @ filled_layers
    variance = chance @ (filled_layers - mean_layers)**2
    assert abs(variance - layers / m - (1 - 1 / m**2) / 12) < 1e-6
    victory = ndtr(delta * np.sqrt(m / a))
    assert abs(favoured_wins(m) - victory) < 2e-4
    crossover = 2 / (m * delta**2)
    print(f"{m:2d} | {variance:.4f} | {crossover:.3f} | {victory:.4f}")


def ensemble(first_m, later_m, switch, marks, copies, seed):
    """A4 of independent aggregates, one column for each marked size."""
    rng = np.random.default_rng(seed)
    values = []
    for _ in range(copies):
        cluster = Aggregate(marks[-1])
        record = []
        while len(cluster.filled) < marks[-1]:
            m = first_m if len(cluster.filled) < switch else later_m
            cluster.grow_one(m, rng)
            if len(cluster.filled) in marks:
                record.append(cluster.fourfold_order())
        values.append(record)
    return np.array(values)


def mean_and_error(sample):
    return sample.mean(), sample.std(ddof=1) / np.sqrt(sample.size)


print("Full aggregates: A4 mean, standard error, cluster-to-cluster spread")
print("m | particles | clusters | mean | standard error | spread")
results = {}
for m in HITS:
    marks = (50, 150, 300) if m == 1 else (50, 150)
    copies = 16 if m == 1 else 20
    data = ensemble(m, m, 0, marks, copies, 1000 + m)
    for column, size in enumerate(marks):
        sample = data[:, column]
        results[m, size] = sample
        mean, error = mean_and_error(sample)
        spread = sample.std(ddof=1)
        print(f"{m:2d} | {size:3d} | {copies} | {mean:.3f} | {error:.3f} | {spread:.3f}")

switched = {}
for first, later in ((1, 64), (64, 1)):
    sample = ensemble(first, later, 30, (150,), 20, 2000 + first)[:, 0]
    switched[first] = sample
    mean, error = mean_and_error(sample)
    print(f"m = {first} up to 30 particles, then m = {later} up to 150: "
          f"A4 = {mean:.3f}, standard error {error:.3f}")


def clearly_larger(high, low, factor):
    mean_high, error_high = mean_and_error(high)
    mean_low, error_low = mean_and_error(low)
    return mean_high - mean_low > factor * np.hypot(error_high, error_low)


assert clearly_larger(results[64, 150], results[1, 150], 3)
assert clearly_larger(results[64, 50], results[1, 300], 2)
assert clearly_larger(results[64, 150], switched[1], 2)
assert clearly_larger(results[64, 150], switched[64], 2)
assert results[64, 150].std(ddof=1) < results[1, 150].std(ddof=1)
print("PASS")
```

It prints:

```
Largest hit-probability difference from box solution: 1.0e-04
Star arm radii, axial and diagonal: 14.00, 14.14 spacings
Star hit probability, axial tip site: 0.04050
Star hit probabilities, two diagonal tip sites: 0.02821, 0.03615
Axial share q against the stronger diagonal site: 0.5284
Two-site race; last column: first-advance speed, diagonal/axial
m | axial site first | gain g_m | joint hits/m, equal pair | speed ratio
 1 | 0.52840 | 1.000 | 1.0000 | 1.1237
 4 | 0.56192 | 2.188 | 1.4531 | 0.7792
16 | 0.62515 | 4.478 | 1.7201 | 0.6688
64 | 0.73951 | 9.009 | 1.8592 | 0.6357
Reduced models: delta = 0.1, a = 0.2 per layer, noise after 200 layers
m | variance of layers | n* (layers) | favoured tip wins
 1 | 200.0000 | 200.000 | 0.5885
 4 | 50.0781 | 50.000 | 0.6726
16 | 12.5830 | 12.500 | 0.8145
64 | 3.2083 | 3.125 | 0.9632
Full aggregates: A4 mean, standard error, cluster-to-cluster spread
m | particles | clusters | mean | standard error | spread
 1 |  50 | 16 | 0.260 | 0.078 | 0.311
 1 | 150 | 16 | 0.260 | 0.067 | 0.269
 1 | 300 | 16 | 0.261 | 0.058 | 0.234
 4 |  50 | 20 | 0.500 | 0.030 | 0.136
 4 | 150 | 20 | 0.536 | 0.030 | 0.134
16 |  50 | 20 | 0.829 | 0.019 | 0.085
16 | 150 | 20 | 0.857 | 0.008 | 0.036
64 |  50 | 20 | 0.915 | 0.002 | 0.011
64 | 150 | 20 | 0.921 | 0.002 | 0.008
m = 1 up to 30 particles, then m = 64 up to 150: A4 = 0.491, standard error 0.045
m = 64 up to 30 particles, then m = 1 up to 150: A4 = 0.581, standard error 0.034
PASS
```
